# Counting Pi-Donor Combinations in Homoleptic Amides from Cartesian Coordinates

Four amide nitrogens around a metal carry four lone pairs, and the metal offers nine valence s, p and d orbitals. For the tetrahedral skeleton treated below, the pi overlap matrix between them has singular values 1.6330, 1.6330, 1.6330 and 0.0000. One combination of lone pairs finds no partner among nine orbitals. This note gives a scheme that detects such combinations from coordinates, and shows when the count can be trusted.

## What is counted

The compound is M(NR$_2$)$_N$ with terminal amides and equal M–N distances. For ligand $i$, $\mathbf n_i$ is the unit vector from M to N, and $\mathbf u_i\perp\mathbf n_i$ is the direction of the nitrogen lone pair after its part along the bond is removed. The lone pair is modelled as a nitrogen p orbital along $\mathbf u_i$. The matrix $F$ has one row per lone pair and one column per metal orbital. Its rank is the number of independent lone-pair combinations with nonzero pi overlap with metal s, p and d orbitals. It is not a number of additional bonds, since sigma donors use the same metal orbitals.

## Lone-pair vectors

Let $\mathbf b_0,\mathbf b_1,\mathbf b_2$ be unit vectors from N to M and to its two carbons, so $\mathbf b_0=-\mathbf n$. The lone pair is taken along the direction $\mathbf h$ that makes equal angles with the three bonds: $\mathbf h\cdot\mathbf b_0=\mathbf h\cdot\mathbf b_1=\mathbf h\cdot\mathbf b_2$. Then $\mathbf h$ is perpendicular to $\mathbf b_1-\mathbf b_0$ and $\mathbf b_2-\mathbf b_0$, hence

$$\mathbf h\propto(\mathbf b_1-\mathbf b_0)\times(\mathbf b_2-\mathbf b_0),\qquad \mathbf u\propto\mathbf h-(\mathbf h\cdot\mathbf n)\mathbf n .$$

Both vectors are normalized. For planar nitrogen $\mathbf h$ is the plane normal and $\mathbf u=\mathbf h$. The projection fails if $\mathbf h=\pm\mathbf n$; the equal-angle condition would then give $\mathbf b_k\cdot\mathbf n=-1$ for all $k$, so all three bonds would coincide. Distinct bond directions exclude this.

The sign of $\mathbf u$ is arbitrary. Reversing it multiplies a row of $F$ by $-1$, which leaves the singular values unchanged.

## The angular factors

Let $C_{lm}$ be real harmonics normalized so that $\sum_mC_{lm}^2=1$ on the unit sphere. At one ligand use local axes $z'=\mathbf n$, $x'=\mathbf u$, $y'=\mathbf n\times\mathbf u$. By rotation and reflection symmetry about the bond, the nitrogen p orbital along $x'$ overlaps only with the metal function that varies as $x'$ near the bond axis. For $l=1,2,3$ that function is

$$x',\qquad \sqrt3\,x'z',\qquad \tfrac{\sqrt6}{4}x'(5z'^2-r^2),$$

with slope along $x'$ at $\mathbf n$ equal to $1,\sqrt3,\sqrt6$, that is $\sqrt{l(l+1)/2}$. Every other local function has zero slope along $x'$ there: it is even in $x'$, varies as $y'$, or vanishes at least quadratically. The slope of $C_{lm}$ therefore isolates its pi component:

$$F_{lm}=\frac{\mathbf u\cdot\nabla C_{lm}(\mathbf n)}{\sqrt{l(l+1)/2}} .$$

For s this is zero. For p it gives the components $u_x,u_y,u_z$. For d, write $C_m=\sqrt{3/2}\,\mathbf r^TQ_m\mathbf r$ with symmetric traceless tensors normalized to $\mathrm{tr}\,Q_aQ_b=\delta_{ab}$. The gradient is $2\sqrt{3/2}\,Q_m\mathbf n$, and division by $\sqrt3$ gives $F_m=\sqrt2\,\mathbf n^TQ_m\mathbf u$:

$$F_{xy}=n_xu_y+n_yu_x,\quad F_{yz}=n_yu_z+n_zu_y,\quad F_{xz}=n_xu_z+n_zu_x,$$
$$F_{x^2-y^2}=n_xu_x-n_yu_y,\qquad F_{z^2}=\sqrt3\,n_zu_z .$$

The last form uses $-n_xu_x-n_yu_y=n_zu_z$, which follows from $\mathbf n\cdot\mathbf u=0$.

The actual overlap is $S_{i,lm}=S_{l\pi}F_{i,lm}$, where the radial factor $S_{l\pi}$ depends on distance. At equal distances it rescales whole columns. If $S_{p\pi}$ and $S_{d\pi}$ are nonzero, this scaling is invertible and the rank is unchanged.

## Independence of the axes

The tensors obey

$$\sum_mQ_{m,ab}Q_{m,cd}=\tfrac12(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})-\tfrac13\delta_{ab}\delta_{cd},$$

the projector onto symmetric traceless tensors. Contracting with $2n_{i,a}u_{i,b}n_{j,c}u_{j,d}$ removes the last term, because $\mathbf n_i\cdot\mathbf u_i=0$. Adding the p part,

$$(FF^T)_{ij}=\mathbf u_i\cdot\mathbf u_j+(\mathbf n_i\cdot\mathbf n_j)(\mathbf u_i\cdot\mathbf u_j)+(\mathbf n_i\cdot\mathbf u_j)(\mathbf u_i\cdot\mathbf n_j).$$

Only scalar products appear, so the molecule needs no standard orientation. Each diagonal element is 2, and the squared singular values sum to $2N$.

## Worked example

The skeleton has M–N 1.90 Å, N–C 1.45 Å and C–N–C 112°, without hydrogens. Coordinates are rounded to 0.001 Å. Ligand 1 has N at (1.097, 1.097, 1.097), and carbons at (2.056, 2.056, 0.584) and (1.074, 1.074, 2.547). The sign changes $(-,-,+)$, $(+,-,-)$ and $(-,+,-)$ generate the others.

All atoms of ligand 1 lie in the plane $x=y$, so $\mathbf n_1=(1,1,1)/\sqrt3$ and $\mathbf u_1=(-1,1,0)/\sqrt2$. Its nonzero entries are

$$F_{p_x}=-0.7071,\quad F_{p_y}=0.7071,\quad F_{yz}=\tfrac1{\sqrt6}=0.4082,$$
$$F_{xz}=-0.4082,\qquad F_{x^2-y^2}=-\tfrac2{\sqrt6}=-0.8165 .$$

Choose the signs of all $\mathbf u_i$ along $\hat{\mathbf z}\times\mathbf n_i$, so that they circulate about $z$. The columns then have these sign patterns over ligands 1 to 4:

- $p_x$: $(-,+,+,-)$, and $d_{yz}$: its negative
- $p_y$: $(+,-,+,-)$, and $d_{xz}$: its negative
- $d_{x^2-y^2}$: $(-,-,+,+)$

These are three orthogonal patterns. The first two have squared singular value $4(\tfrac12+\tfrac16)=8/3$, the third $4\cdot\tfrac23=8/3$; the root is 1.6330. Every column sums to zero, so $(1,1,1,1)/2$ is the null combination. It is the circulation of all four lone pairs about the $S_4$ axis, of species $a_2$ in $D_{2d}$. The f function $z(x^2-y^2)$ does match it, with angular factor 1.4907; this says nothing about whether a metal has a useful f orbital.

To attach overlap sizes, take Slater orbitals with exponents from Slater's rules for neutral titanium (3d$^2$4s$^2$) and nitrogen:

$$\zeta_{3d}=\frac{22-18.35}{3}=1.2167,\quad \zeta_{4s}=\frac{22-18.85}{3.7}=0.8514,\quad \zeta_{2p}=\frac{7-3.10}{2}=1.9500\ \text{bohr}^{-1}.$$

The empty 4p orbital is given the 4s exponent, which is a modelling choice. Quadrature gives $S_{p\pi}=0.1428$ and $S_{d\pi}=0.2607$. The singular values of $S$ should then be

$$\sqrt{8/3}\;0.2607=0.4257,\qquad \sqrt{2(0.1428)^2+\tfrac23(0.2607)^2}=0.2934\ \text{(twice)},$$

and zero. Integrating all 36 overlaps directly in the molecular axes reproduced $S_{l\pi}F$ within the test tolerance, a relative $10^{-5}$ plus an absolute $10^{-9}$. Refining the mesh from 28 to 40 points shifted no overlap by more than $2.5\times10^{-14}$; this measures integration error, not the quality of the orbitals.

## Relation to group theory

Let $g$ be a symmetry operation carrying ligand $i$ to $j$. Then $g\mathbf n_i=\mathbf n_j$ and $g\mathbf u_i=L_{ji}\mathbf u_j$ with $L_{ji}=\pm1$. The metal orbitals transform by a matrix $M(g)$: 1 for s, $g$ for p, and $\mathrm{tr}(Q_agQ_bg^T)$ for d. Evaluating a row at the moved vectors gives

$$L_{ji}F_{ja}=\sum_bM_{ab}F_{ib}\quad\Rightarrow\quad F=L(g)\,F\,M(g)^T,$$

after multiplying by $L_{ji}$ and using $L_{ji}^2=1$. All matrices with this property form a linear space, and averaging $L(g)XM(g)^T$ over the group projects any $X$ onto it. For random $X$ the average has, with probability one, the largest rank in that space, because a minor that is not identically zero vanishes only on a set of measure zero. This largest rank is the symmetry-allowed count, found without character tables, and rank $F$ cannot exceed it.

The two counts agreed in all six skeletons tested:

| Skeleton | Lone pairs | Rank | d only |
|---|---|---|---|
| Trigonal, NC$_2$ upright | 3 | 2 | 2 |
| Trigonal, NC$_2$ in plane | 3 | 3 | 2 |
| Tetrahedral, NC$_2$ in mirror | 4 | 3 | 3 |
| Tetrahedral, NC$_2$ across mirror | 4 | 4 | 4 |
| Square, NC$_2$ in plane | 4 | 3 | 2 |
| Octahedral, $T_h$ | 6 | 6 | 3 |

The upright trigonal case again loses a circulation. In the square case all $\mathbf u_i=\hat{\mathbf z}$; the columns are $p_z\to1$, $d_{xz}\to n_x$, $d_{yz}\to n_y$, and the alternating combination is orthogonal to all three.

Agreement is not guaranteed. If substituents lower the example's formal symmetry to $D_2$ but leave the MNC$_2$ skeleton in place, group theory allows 4 combinations while rank $F$ stays 3. The matrix sees local geometry, not the label of the whole molecule.

## Twisting the amide planes

Rotate each NC$_2$ plane of the example by $\tau$ about its M–N bond, in the same sense. Define $\mathbf m_1=(1,1,-2)/\sqrt6$ and $\mathbf t_1=\mathbf n_1\times\mathbf m_1=(-1,1,0)/\sqrt2$. The plane contains $\mathbf n_1$ and $\cos\tau\,\mathbf m_1+\sin\tau\,\mathbf t_1$. Since $\mathbf n_1\times\mathbf t_1=-\mathbf m_1$, the lone pair is $\mathbf u_1=\cos\tau\,\mathbf t_1-\sin\tau\,\mathbf m_1$, with components

$$u_z=\sqrt{\tfrac23}\sin\tau,\quad u_y=\sqrt{\tfrac23}\sin(\tau+120^\circ),\quad u_x=\sqrt{\tfrac23}\sin(\tau+240^\circ).$$

Now generate the other vectors by the $D_2$ rotations, $\mathbf u_i=g_i\mathbf u_1$; this sign choice differs from the circulating one. The columns fall into four mutually orthogonal sign patterns: $\{p_z,d_{xy}\}$, $\{p_x,d_{yz}\}$, $\{p_y,d_{xz}\}$ and $\{d_{z^2},d_{x^2-y^2}\}$. Each squared singular value is four times the sum of squares of the first-row entries in its class.

Because $\mathbf n_1\cdot\mathbf u_1=0$, we have $u_x+u_y=-u_z$, so $F_{xy}=(u_x+u_y)/\sqrt3=-u_z/\sqrt3$ and

$$\sigma_z^2=4u_z^2\left(1+\tfrac13\right)=\tfrac{32}{9}\sin^2\tau .$$

The $x$ and $y$ classes follow by exchanging labels. In the last class $F_{z^2}=u_z$ and $F_{x^2-y^2}=(u_x-u_y)/\sqrt3$. With $(u_x-u_y)^2=2(u_x^2+u_y^2)-u_z^2=2-3u_z^2$, its squared singular value is $4[u_z^2+\tfrac23-u_z^2]=8/3$. The full set is

$$\frac83,\qquad \frac{32}{9}\sin^2\!\left(\tau+\frac{2\pi k}{3}\right),\quad k=0,1,2 .$$

The rank is 3 when $\tau$ is a multiple of 60° and 4 otherwise. At 90°, the "across mirror" form, the values are $32/9,\,8/3,\,8/9,\,8/9$. At 5° the smallest singular value is $(4\sqrt2/3)\sin5^\circ=0.1643$; its square is 1.01 percent of $8/3$. A strict rank jumps from 3 to 4 at any small nonzero uniform twist, while the singular values change continuously, so they should be reported with the rank.

## A tolerance from coordinate error

Suppose coordinate error rotates the frame of ligand $i$ by $\theta_i$ about a unit axis $\mathbf a$. The row of $F$ represents the local functions $x'$ and $\sqrt3x'z'$. Under an infinitesimal rotation the first changes at a rate with squared norm $a_{y'}^2+a_{z'}^2$. For the second, rotation about $x'$ produces $\sqrt3x'y'$, about $z'$ produces $\sqrt3y'z'$, and about $y'$ produces $\sqrt3(z'^2-x'^2)$, up to sign. These are orthogonal with squared norms 1, 1 and 4. The total is

$$a_{x'}^2+5a_{y'}^2+2a_{z'}^2\le5 .$$

A finite rotation commutes with its generator and preserves norms, so integrating the rate bounds the row change by $\sqrt5\,\theta_i$. The spectral norm of the error matrix is at most its Frobenius norm, and Weyl's inequality gives

$$|\Delta\sigma_k|\le\sqrt{5\sum_i\theta_i^2}.$$

For Gaussian noise of standard deviation 0.010 Å on every coordinate, 400 draws gave a largest bound of 0.0969, used as the tolerance. The largest actual change was 0.0384, and every draw obeyed its own bound. The example then has rank 3, with a wide gap up to 1.6330. In the twist law the count is 4 once $\tau$ lies more than $\arcsin[0.0969\cdot3/(4\sqrt2)]\approx2.9^\circ$ from every multiple of 60°. Since the tolerance comes from sampling, it varies by roughly ten percent from one set of 400 draws to another, and it is a practical threshold rather than a guarantee. A singular value below it is unresolved, not proved zero.

## Pseudocode and cost

```
for each nitrogen i:
    find its metal and two substituent atoms
    b0, b1, b2 = unit bond vectors from N
    h = normalize(cross(b1-b0, b2-b0));  n = -b0
    u = normalize(h - (h.n) n)
    F[i] = [0, ux, uy, uz, five d factors]
sigma = singular_values(F)
for each noisy copy of the coordinates:
    recompute n, u; align the sign of u
    theta_i = rotation angle of (n, u, n x u)
    bound = sqrt(5 * sum(theta_i^2))
tol = largest bound
return count(sigma > tol), sigma, tol
```

Building $F$ costs $O(N)$ once neighbours are known, and a dense singular value decomposition costs $O(N^2)$ for $N\le9$. Each noise draw adds only $O(N)$, because the bound needs the rotated frames but no further decomposition. Use the decomposition of $F$, not the eigenvalues of $FF^T$: a rounding error near $10^{-16}$ in a zero eigenvalue becomes about $10^{-8}$ after the square root.

## Failure modes

**Too strict a tolerance.** Displace both carbons of each ligand by 0.10 Å out of plane, in the sense generated by $D_2$. With unrounded coordinates the pi rank remains 3. With the rounded ones, the two N–C bonds of a ligand differ slightly in length and in their angle to the M–N axis, which twist the lone pairs in opposite senses and only partly cancel, and the smallest singular value is $7.8\times10^{-6}$. A tolerance of $10^{-7}$ counts 4; the noise tolerance counts 3.

**Pyramidal nitrogen.** The same displacement gives $|\mathbf h\cdot\mathbf n|=0.0441$. Each unprojected lone pair then has sigma overlap, including with s. In the null combination the s parts cancel, but sigma overlap with $d_{xy}$ and $p_z$ remains (0.0089 and 0.0009 for these Slater orbitals; the balance depends on the assumed 4p function), and the smallest singular value of the full overlap matrix rises from zero to 0.0089. That is sigma character and must not enter a pi count.

**Unequal distances.** If $S_{p\pi}/S_{d\pi}$ differs between ligands, the radial factors no longer reduce to row and column scalings. The count can then change: if one M–N bond of the example is lengthened so that its ratio differs from the other three, the $p_x$ and $d_{yz}$ columns are no longer proportional and the strict rank rises from 3 to 4. The effect is small: lengthening one bond by 0.10 Å gives a fourth singular value of $S$ of about 0.003. The angular tolerance above does not cover this effect. Use the singular values of $S$ itself.

**Sigma competition.** Stack sigma rows, from nitrogen p orbitals pointing at the metal, on top of the pi rows of $S$. In the tetrahedral example the sigma rank is 4 and the combined rank 7, so pi donation adds 3. In an octahedral model with the same orbitals and distance the numbers are 6 and 9: pi adds 3, although its own rank is 6. There each opposite pair of lone pairs gives one sum matching a p orbital and one difference matching a d orbital. The three p orbitals are already used by sigma donors, so only the three d matches are new.

**Interaction between lone pairs.** $F$ omits it. In the example the largest such overlap is 0.0040 in magnitude, and the six pair overlaps together change the squared norm of the null combination from 1 to 0.9903. A combination without a metal partner can still shift in energy through its neighbours.

## Comparison with a real precursor

The chosen lengths are roughly those of titanium tetrakis(dimethylamide), a liquid precursor for vapour deposition of titanium nitride. The $D_{2d}$ orientation of the amide planes is an assumption, not a structure determination. Real molecules have torsional motion and need not keep the planes in mirrors. For a uniform 5° twist, the null combination acquires the overlap

$$2\sqrt{\tfrac23}\,\sin5^\circ\sqrt{(0.1428)^2+\tfrac13(0.2607)^2}\approx0.030,$$

about a tenth of the 0.2934 found for the degenerate pair of allowed combinations; this ratio, $(2/\sqrt3)\sin5^\circ$, does not depend on the radial factors. The estimate holds for a twist in the same sense on all ligands ($D_2$). A twist that alternates in sense ($S_4$) couples the null combination to $d_{z^2}$ alone, with singular value $\sqrt{8/3}\,\sin\tau$ in $F$; this gives an overlap of 0.037 at 5° and does not vanish at 60°. The radial factors come from single-exponent Slater-rule orbitals and are rough. Spherically averaged Hartree–Fock atoms in triple- and quadruple-zeta bases give $S_{d\pi}\approx0.25$ and $S_{p\pi}$ between 0.21 and 0.27, the empty 4p function depending on the basis, while a 3d exponent of 2.71 gives $S_{d\pi}=0.054$. Which allowed combination is the weaker can change with this choice. Charge on the metal and bonding would change the factors further. They do not change the rank while both pi factors remain nonzero and the distances equal. The numerical output below lists the vectors, matrices and tolerances.

## Table of computed values

```
Ligand 1 coordinates x, y, z (angstrom); metal at origin
  N    1.097   1.097   1.097
  C1   2.056   2.056   0.584
  C2   1.074   1.074   2.547
Other ligands: signs (-,-,+), (+,-,-), (-,+,-) on x, y, z
M-N distance from coordinates: 1.9001 angstrom
Pi vectors u (x, y, z) and null-combination coefficient
  -0.7071  0.7071  0.0000 |  0.5000
   0.7071 -0.7071  0.0000 |  0.5000
   0.7071  0.7071  0.0000 |  0.5000
  -0.7071 -0.7071  0.0000 |  0.5000
F columns: s px py pz dxy dyz dz2 dxz dx2-y2 (no unit)
   0.0000 -0.7071  0.7071  0.0000  0.0000  0.4082  0.0000 -0.4082 -0.8165
   0.0000  0.7071 -0.7071  0.0000  0.0000 -0.4082  0.0000  0.4082 -0.8165
   0.0000  0.7071  0.7071  0.0000  0.0000 -0.4082  0.0000 -0.4082  0.8165
   0.0000 -0.7071 -0.7071  0.0000  0.0000  0.4082  0.0000  0.4082  0.8165
Singular values of F: 1.6330 1.6330 1.6330 0.0000
Rank of F: 3; p columns only: 2; d columns only: 3
Null combination with f z(x2-y2), angular factor: 1.4907
Slater exponents 3d, 4s=4p, N 2p: 1.2167 0.8514 1.9500 1/bohr
Radial overlaps: 4p-pi 0.1428, 3d-pi 0.2607, 4s-sigma 0.0319
Singular values of true overlap: 0.4257 0.2934 0.2934 0.0000
Largest overlap shift, mesh 28 to 40: 2.5e-14
Skeleton: group order, lone pairs, rank, symmetry count, d-only rank
  trigonal, NC2 upright: 12, 3, 2, 2, 2
  trigonal, NC2 in plane: 12, 3, 3, 3, 2
  tetrahedral, NC2 in mirror: 8, 4, 3, 3, 3
  tetrahedral, NC2 across mirror: 8, 4, 4, 4, 4
  square, NC2 in plane: 16, 4, 3, 3, 2
  octahedral, Th: 24, 6, 6, 6, 3
Example, symmetry count if only D2 is imposed: 4
Twist 5 deg: smallest singular value 0.1643
  its square relative to 8/3: 1.01 percent
Coordinate noise (standard deviation): 0.010 angstrom, 400 draws
Largest singular-value change: 0.0384
Rank tolerance (largest bound): 0.0969; rank with it: 3
Twist at which this tolerance counts 4: 2.94 deg
Both C atoms moved 0.10 angstrom out of plane: |h.n| = 0.0441
  pi rank 3; smallest full overlap singular value 0.0089
  rounded coordinates: smallest pi singular value 7.8e-06
  their rank at tolerance 1e-7: 4; at the noise tolerance: 3
Largest lone pair-lone pair overlap: 0.0040
  squared norm of null combination with it: 0.9903
Sigma competition: sigma rank, sigma+pi rank, added by pi
  tetrahedral example: 4, 7, 3
  octahedral model: 6, 9, 3
```
